# Van der Pauw's Relation by Conformal Mapping and on a Resistor Grid

## The theorem

**Theorem.** A flat conducting sheet without holes has sheet resistance $R_s$ and carries four point contacts $A,B,C,D$ on its edge, in counterclockwise order. Define two four-terminal resistances:

- $R_1=(V_D-V_C)/I$, with current $I$ entering at $A$ and leaving at $B$;
- $R_2=(V_A-V_D)/I$, with current $I$ entering at $B$ and leaving at $C$.

Then, whatever the shape of the sheet and the positions of the contacts,

$$
e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1 .\tag{1}
$$

If $R_1$ and $R_2$ have been measured, equation (1) has exactly one root $R_s>0$.

The assumptions are these.

1. The sheet is homogeneous and isotropic, of uniform thickness $\tau$ and resistivity $\rho$, and so thin that the current flows in its plane. Then $R_s=\rho/\tau$. A rectangular bar of length $L$ and width $W$, with current flowing uniformly along it, has resistance $R_sL/W$.
2. Transport is ohmic and steady, and there is no magnetic field.
3. The edge is a single closed curve that does not cross itself, made of finitely many smooth pieces. Corners are allowed.
4. A point contact injects or removes current at one point of the edge. It adds no dipole or higher multipole, so the potential has a logarithmic singularity there and nothing stronger. Voltage contacts draw no current.

In each measurement the voltage is read at the two contacts that carry no current. This matters, because the potential of an ideal point contact diverges when current passes through it. Resistances are given in ohms.

## The field problem

Let $\phi$ be the potential and $\mathbf j$ the current per unit width. Ohm's law reads

$$
\mathbf j=-\frac{1}{R_s}\nabla\phi .
$$

In a steady state $\nabla\cdot\mathbf j=0$. Since $R_s$ is constant,

$$
\nabla^2\phi=0\quad\text{inside},\qquad \frac{\partial\phi}{\partial n}=0\quad\text{on the edge away from the contacts}.\tag{2}
$$

The second condition says that no current crosses the insulating edge. The shape of the sheet enters through this condition, and a conformal map removes it.

## Lemma 1: conformal maps preserve resistances

**Lemma.** Let $w=f(z)=u+iv$, with $z=x+iy$, map the sheet conformally and one-to-one onto the upper half-plane. If $\Phi(w)$ is the potential of a half-plane with the same $R_s$ and with current contacts at the image points, then $\phi(z)=\Phi(f(z))$ satisfies (2) and carries the same currents.

**Proof.** The chain rule gives

$$
\nabla^2\phi=\Phi_{uu}(u_x^2+u_y^2)+\Phi_{vv}(v_x^2+v_y^2)+2\Phi_{uv}(u_xv_x+u_yv_y)+\Phi_u\nabla^2u+\Phi_v\nabla^2v .
$$

The Cauchy–Riemann equations are $u_x=v_y$ and $u_y=-v_x$. They make the mixed term vanish, since $u_xv_x+u_yv_y=-u_xu_y+u_yu_x=0$. They also give $\nabla^2u=\nabla^2v=0$, and both remaining brackets equal $|f'|^2$. Therefore

$$
\nabla^2\phi=|f'(z)|^2\,(\Phi_{uu}+\Phi_{vv})=0 .
$$

A conformal map preserves angles, so the normal to a curve goes into the normal to its image. Lengths are multiplied by $|f'|$, and gradients in the $w$-plane are those in the $z$-plane divided by $|f'|$. The two factors cancel in the current through any curve:

$$
\frac{1}{R_s}\int\frac{\partial\phi}{\partial n}\,ds_z=\frac{1}{R_s}\int\frac{\partial\Phi}{\partial n}\,ds_w .
$$

An insulating edge thus stays insulating, and each contact keeps its current. Corresponding points have equal potentials by construction, so voltage divided by current is unchanged. $\square$

The cancellation is special to two dimensions. It reflects the fact that a square of sheet has the same resistance at any size.

**Existence and order.** The Riemann mapping theorem supplies such an $f$ for a sheet without holes. For the edges assumed here, $f$ extends continuously and one-to-one to the edge. One edge point goes to infinity, and a further map of the half-plane onto itself lets us choose which. We choose a point between $D$ and $A$. Going counterclockwise round the sheet keeps its interior on the left; going along the real axis towards increasing values keeps the upper half-plane on the left. Conformal maps preserve this orientation, so the contacts arrive at real points

$$
a<b<c<d .
$$

## Lemma 2: the potential of the half-plane

**Lemma.** If current $I$ enters the half-plane at the real point $s$ and leaves at the real point $t$, then, up to a constant,

$$
\Phi(w)=\frac{IR_s}{\pi}\ln\frac{|w-t|}{|w-s|} .\tag{3}
$$

**Proof that (3) is a solution.** The function $\ln|w-s|$ is the real part of $\ln(w-s)$, which is analytic in the upper half-plane, so it is harmonic there. Its derivative normal to the real axis is

$$
\frac{\partial}{\partial v}\ln|w-s|=\frac{v}{(u-s)^2+v^2},
$$

which vanishes at $v=0$ for $u\ne s$. The same holds for $t$.

Consider a small half-circle of radius $r$ around $s$. The source part of (3) is $-(IR_s/\pi)\ln r$, with outward current density

$$
j_r=-\frac{1}{R_s}\frac{\partial}{\partial r}\left(-\frac{IR_s}{\pi}\ln r\right)=\frac{I}{\pi r}.
$$

Multiplied by the length $\pi r$, this gives $I$. The part centred on $t$ is harmonic inside the half-disc and has no normal current on its diameter, so its net current through the half-circle is zero. The same argument at $t$, with the opposite sign, gives current $I$ leaving. Finally $|w-t|/|w-s|\to1$ far away, so $\Phi\to0$ and no current is exchanged with infinity.

**Proof of uniqueness.** Let $g$ be the difference of two solutions. The logarithms cancel at the contacts, so $g$ is bounded everywhere, including near infinity, which is the image of an ordinary edge point. Since $\partial g/\partial v=0$ on the real axis, the even reflection $g(u,-v)=g(u,v)$ extends $g$ harmonically to the lower half-plane. The possible exceptions are the images of the contacts and corners. These are isolated points at which $g$ is bounded, and such singularities of a harmonic function are removable. A bounded harmonic function on the whole plane is constant by Liouville's theorem. $\square$

The factor $\pi$ in (3), rather than $2\pi$, comes from the half-circle: an edge contact feeds half of the directions that an interior contact would feed.

## Proof of the theorem

For $R_1$ the source is $a$ and the sink is $b$. Equation (3) gives

$$
V_D=\frac{IR_s}{\pi}\ln\frac{d-b}{d-a},\qquad
V_C=\frac{IR_s}{\pi}\ln\frac{c-b}{c-a}.
$$

All differences are positive because of the order of the contacts. Subtracting and dividing by $I$,

$$
R_1=\frac{R_s}{\pi}\ln\frac{(d-b)(c-a)}{(d-a)(c-b)} .
$$

For $R_2$ the source is $b$ and the sink is $c$:

$$
V_A=\frac{IR_s}{\pi}\ln\frac{c-a}{b-a},\qquad
V_D=\frac{IR_s}{\pi}\ln\frac{d-c}{d-b},
$$

$$
R_2=\frac{R_s}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)} .
$$

Multiplying each resistance by $-\pi/R_s$ inverts the argument of its logarithm, and exponentiation gives

$$
e^{-\pi R_1/R_s}=\frac{(d-a)(c-b)}{(d-b)(c-a)},\qquad
e^{-\pi R_2/R_s}=\frac{(b-a)(d-c)}{(d-b)(c-a)}.\tag{4}
$$

Introduce the positive gaps $p=b-a$, $q=c-b$ and $r=d-c$. The numerators add to

$$
(p+q+r)q+pr=pq+q^2+rq+pr=(p+q)(q+r),
$$

and $(p+q)(q+r)=(c-a)(d-b)$ is the common denominator. This proves (1). Both fractions are positive and their sum is 1, so each lies between 0 and 1. Hence $R_1$ and $R_2$ are positive.

**Uniqueness of the root.** For fixed positive $R_1,R_2$ let

$$
F(R)=e^{-\pi R_1/R}+e^{-\pi R_2/R},\qquad
F'(R)=\frac{\pi}{R^2}\left(R_1e^{-\pi R_1/R}+R_2e^{-\pi R_2/R}\right)>0 .
$$

As $R$ runs from 0 to infinity, $F$ rises continuously from 0 to 2 and takes the value 1 once. At $R=\pi\min(R_1,R_2)/\ln2$ one exponential is $\tfrac12$ and the other is at most $\tfrac12$. At $R=\pi\max(R_1,R_2)/\ln2$ one is $\tfrac12$ and the other at least $\tfrac12$. Therefore

$$
\frac{\pi\min(R_1,R_2)}{\ln2}\le R_s\le\frac{\pi\max(R_1,R_2)}{\ln2}.\tag{5}
$$

$\square$

## Remarks: two limits and the effect of errors

**Equal resistances.** If symmetry makes $R_1=R_2=R$, then $2e^{-\pi R/R_s}=1$ and $R_s=\pi R/\ln2$. A square with contacts at the midpoints of its sides is such a case.

**Two contacts close together.** Let $B$ approach $C$, so that $q\to0$. By (4) the first exponential tends to zero and $R_1$ grows without bound: the voltage contact $C$ comes close to the current contact $B$. At the same time $R_2\to0$, because current passing between two close contacts hardly disturbs the distant pair $D,A$. Expanding the second exponential in (1) gives, to leading order,

$$
R_2\simeq\frac{R_s}{\pi}e^{-\pi R_1/R_s}.
$$

**Propagation of errors.** Write $E_i=e^{-\pi R_i/R_s}$. Small changes that preserve (1) satisfy

$$
\sum_iE_i\left(-\frac{\pi\,\delta R_i}{R_s}+\frac{\pi R_i\,\delta R_s}{R_s^2}\right)=0
\quad\Longrightarrow\quad
\frac{\delta R_s}{R_s}=\frac{E_1\delta R_1+E_2\delta R_2}{E_1R_1+E_2R_2}.\tag{6}
$$

The smaller resistance has the larger exponential, so an error of a given number of ohms in it has the greater effect on $R_s$.

## The resistor grid

Divide a sheet into square cells of side $h$, and give each cell a conductance $1/(2R_0)$ along each of its four sides. An interior link belongs to two cells and has resistance $R_0$; a link on the edge belongs to one cell and has resistance $2R_0$.

To find the sheet resistance, apply a uniform field $E$ along one grid direction. Two sides of each cell have the voltage $Eh$ across them and together carry the current $2Eh/(2R_0)=Eh/R_0$ through a width $h$. The current per unit width is $E/R_0$, so $R_s=R_0$ for any cell size.

At an interior node without a contact, Kirchhoff's current law requires the four neighbouring potentials to average to the potential of the node. A Taylor expansion turns this into

$$
\nabla^2\phi+\frac{h^2}{12}\left(\phi_{xxxx}+\phi_{yyyy}\right)+\dots=0 .
$$

At a node on a straight edge, the inward link has conductance $1/R_0$ and each link along the edge $1/(2R_0)$. With $n$ the inward and $t$ the tangential coordinate, the current law gives

$$
h\phi_n+\frac{h^2}{2}(\phi_{nn}+\phi_{tt})+O(h^3)=0 .
$$

The bracket vanishes to leading order by Laplace's equation, leaving $\phi_n=0$ up to terms of order $h^2$. The grid therefore approaches problem (2), with errors of order $h^2$ where the potential is smooth. At a re-entrant right-angle corner the potential varies as the $2/3$ power of the distance, the expansion fails there, and the individual resistances converge only as $h^{4/3}$.

## Worked example: a rectangle

Take $R_0=100$ ohm and a rectangle of width $W=3$ mm and height $H=2$ mm, with its lower left corner at the origin. The contacts, in mm, are $A(0,1.3)$, $B(0.8,0)$, $C(3,0.5)$ and $D(1.9,2)$.

**The map.** Consider

$$
u=\int_0^w\frac{d\zeta}{\sqrt{(1-\zeta^2)(1-m\zeta^2)}},\qquad 0<m<1 .
$$

As $w$ runs along the real axis, the integrand changes phase by a right angle at $\pm1$ and $\pm1/\sqrt m$ and keeps its phase in between. The real axis therefore becomes the boundary of a rectangle, with corners $\pm K$ and $\pm K+iK'$, where

$$
K=\int_0^1\frac{d\zeta}{\sqrt{(1-\zeta^2)(1-m\zeta^2)}},\qquad
K'=\int_1^{1/\sqrt m}\frac{d\zeta}{\sqrt{(\zeta^2-1)(1-m\zeta^2)}} .
$$

The inverse function is the Jacobi function $w=\mathrm{sn}(u|m)$. It maps the sheet to the half-plane when

$$
u=2K\left(\frac xW-\frac12\right)+iK'\frac yH,\qquad \frac{K'}{2K}=\frac HW=\frac23 .
$$

Numerical solution of the last condition gives $m=0.2155$, $K=1.6675$ and $K'=2.2234$. Evaluating $\mathrm{sn}$ at the contacts gives

$$
a=-1.7441,\quad b=-0.6913,\quad c=1.1207,\quad d=5.0398 .
$$

Taken from these rounded values, the gaps are $p=1.0528$, $q=1.8120$ and $r=3.9191$. From (4),

$$
E_1=\frac{6.7839\times1.8120}{2.8648\times5.7311}=0.7487,\qquad
E_2=\frac{1.0528\times3.9191}{2.8648\times5.7311}=0.2513 .
$$

The resistances follow as $R_i=-(R_0/\pi)\ln E_i$. With the values before rounding, $E_1=0.748687$ and $E_2=0.251313$, this gives $R_1=9.213$ ohm and $R_2=43.960$ ohm.

**The grid.** Kirchhoff's equations were solved by sparse elimination for both current patterns. The last column is the root of (1), found numerically from the two grid resistances alone.

| Cells per mm | $R_1$ (ohm) | $R_2$ (ohm) | $R_s$ (ohm) |
|---:|---:|---:|---:|
| 10 | 9.2345 | 43.9560 | 100.083 |
| 20 | 9.2183 | 43.9593 | 100.021 |
| 40 | 9.2143 | 43.9602 | 100.005 |
| 80 | 9.2133 | 43.9604 | 100.001 |

The distance of the pair $(R_1,R_2)$ from the map values falls from $2.19\times10^{-2}$ to $3.4\times10^{-4}$ ohm. Each halving of the cell reduces it by a factor of 4.00, the behaviour of an error proportional to $h^2$.

On the finest grid the bounds (5) are 41.8 and 199.2 ohm. They are wide because $R_1$ and $R_2$ differ by a factor of almost five; the full equation is needed to find $R_s$.

Equation (6) accounts for the coarsest row. There $\delta R_1=0.02149$ ohm and $\delta R_2=-0.00441$ ohm relative to the map, so

$$
\frac{\delta R_s}{R_s}\approx\frac{0.7487(0.02149)-0.2513(0.00441)}{0.7487(9.213)+0.2513(43.960)}\approx8.3\times10^{-4},
$$

or 0.083 ohm, as in the table.

**Other shapes.** A 2 mm square with contacts at the midpoints of its sides, at 40 cells per mm, gives $R_1=R_2=22.060$ ohm. Then $\pi R_1/\ln2=99.99$ ohm.

For a less regular shape, remove from the 3 mm by 2 mm rectangle the corner $2<x<3$, $1<y<2$ and a notch $1<x<1.3$, $0<y<0.4$. Put the contacts at $(0,1.3)$, $(0.5,0)$, $(3,0.5)$ and $(1.2,2)$. At 80 cells per mm the grid gives $R_1=16.06$ and $R_2=29.47$ ohm, and (1) returns $R_s=100.001$ ohm. No map of this sheet was needed: the theorem uses its existence, not its form.

Between 40 and 80 cells per mm these two resistances still change by about 0.02 and 0.03 ohm, while the root changes by 0.002 ohm. The two changes have opposite signs, $\delta R_1=-0.0182$ and $\delta R_2=+0.0265$ ohm, and with $E_1=0.604$ and $E_2=0.396$ they nearly cancel in the numerator of (6).

## Where the relation fails

**A contact inside the sheet.** Let $D$, which serves purely as a voltage contact in both measurements, move off the edge. Its image $d$ becomes complex with positive imaginary part. Equation (3) still holds, and the sum of exponentials becomes

$$
S=\frac{|d-a|(c-b)+(b-a)|d-c|}{(c-a)|d-b|} .
$$

The identity $(d-a)(c-b)+(b-a)(d-c)=(c-a)(d-b)$ is algebraic and remains true for complex $d$. The triangle inequality then gives $S\ge1$. Equality would need $d-a$ and $d-c$ to have the same direction, which is impossible for $d$ off the real axis and $a\ne c$. Hence $S>1$. Since $F$ increases with $R$, a user who solves (1) with positive $R_1,R_2$ from such a sample finds too small an $R_s$.

In the rectangle, moving $D$ to $(1.9,1.0)$ mm gives $S=1.158$, both from the map and from the grid at 40 cells per mm.

**A hole.** A sheet with a hole cannot be mapped continuously and one-to-one onto a half-plane: a loop around the hole cannot be shrunk to a point, whereas every loop in the half-plane can. The proof then has no starting point.

Cutting the hole $1<x<2$, $0.5<y<1.5$ (mm) from the rectangle, with the original contacts, gives $R_1=23.1$ and $R_2=94.7$ ohm at 40 cells per mm. With the true $R_s=100$ ohm the exponentials add to 0.534, and solving (1) would return 229 ohm. The corners of the hole slow the convergence: as the cell shrinks, the resistances tend to about 23.2 and 94.9 ohm and the sum to 0.533. The grid error in the sum is thus about $10^{-3}$, and the deficit of 0.47 belongs to the hole and not to the grid.

**Nonuniform sheets and magnetic fields.** If $R_s$ varies with position, charge conservation reads $\nabla\cdot(R_s^{-1}\nabla\phi)=0$, which is not Laplace's equation. In a magnetic field the Hall effect turns the current away from the electric field, so an insulating edge no longer means $\partial\phi/\partial n=0$. The proof above covers neither case as written, but a uniform field perpendicular to an isotropic sheet leaves (1) intact. There $-\nabla\phi=R_s\mathbf j+R_H\,\hat{\mathbf z}\times\mathbf j$ with constant $R_s$ and $R_H$. The curl of $\hat{\mathbf z}\times\mathbf j$ is $\nabla\cdot\mathbf j=0$, so $\nabla\times\mathbf j=0$; together with $\nabla\cdot\mathbf j=0$, zero normal current on the edge and the same contact currents, this fixes the same current pattern as without the field. Along an insulating edge the tangential component of $\hat{\mathbf z}\times\mathbf j$ is proportional to the normal current, which vanishes. The arc from $C$ to $D$, used for $R_1$, and the arc from $D$ to $A$, used for $R_2$, contain no current contact, so both voltages are given by $R_s\mathbf j$ alone, and (1) holds with $R_s$ the longitudinal sheet resistance in that field. This argument needs point contacts. A metal contact of finite width is an equipotential, and the Hall angle crowds the current towards one of its ends. The error in $R_s$ then has a part that is first order in the contact width and odd in the field, whereas without a field the error is second order. Averaging the resistances over the two field directions removes the odd part.

Numerical values quoted here were computed with a short program.
